# Spin-pumping damping of a thin permalloy film on a spin sink

## Problem

A ferromagnetic film of thickness $d$ and area $A$ has saturation magnetization $M_s$ and a uniform magnetization direction $\mathbf m(t)$, with $|\mathbf m|=1$. One face touches a normal metal, the other an insulator. When $\mathbf m$ moves, electrons reflected by the film carry energy and spin into the metal.

The metal is an ideal spin sink: electrons travelling towards the film have the equilibrium Fermi distribution $f(E)$, whatever the film has emitted before. Spin-orbit scattering at the interface is neglected. At fixed $\mathbf m$, electrons with spin along and against $\mathbf m$ are reflected with matrices $r_\uparrow$ and $r_\downarrow$ in the space of the $N$ orbital channels of the metal. The mixing conductance per area, counted in channels, is

$$g_{\rm mix}=\frac1A\,{\rm Tr}\left(1-r_\uparrow r_\downarrow^\dagger\right),\qquad g_r={\rm Re}\,g_{\rm mix}.$$

The motion obeys the Gilbert equation

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad \gamma=\frac{g\mu_B}{\hbar}>0,$$

where $g$ without a subscript is the g-factor and SI units are used.

1. Find the energy per unit time that a slowly and periodically changing scattering matrix $S(t)$ sends into the metal.
2. Evaluate it for the film in terms of $g_r$ and $\dot{\mathbf m}$.
3. Find the resulting contribution $\alpha_{\rm sp}$ to the Gilbert damping.
4. Evaluate $\alpha_{\rm sp}$ for a 5.0 nm permalloy film with the assumed round inputs $M_s=800$ kA/m, $g=2.1$ and $g_r=20.0\ {\rm nm^{-2}}$. For circular precession at 10.0 GHz in a uniform internal field, with no other damping, find also the relaxation time of the precession cone and the power per area pumped at a steady cone angle of $1.0^\circ$.

## Solution

### 1. Energy emitted by a moving scatterer

Let the motion have angular frequency $\omega$. An electron that arrives with energy $E$ can leave with energy $E+n\hbar\omega$, where $n$ is an integer. Let $a$ and $b$ label the outgoing and incoming channels, spin included, with amplitudes normalized to unit flux. The outgoing distribution in channel $a$ is

$$f_a^{\rm out}(E)=\sum_{b,n}|S_{ab}(E,E-n\hbar\omega)|^2 f(E-n\hbar\omega).$$

Conservation of flux makes the full scattering matrix, including its energy labels, unitary. Each of its rows therefore satisfies $\sum_{b,n}|S_{ab}(E,E-n\hbar\omega)|^2=1$. Multiplying this identity by $f(E)$ and subtracting gives

$$f_a^{\rm out}(E)-f(E)=\sum_{b,n}|S_{ab}(E,E-n\hbar\omega)|^2\,[f(E-n\hbar\omega)-f(E)].$$

The bracket vanishes deep inside the Fermi sea and far above it, so only electrons near the Fermi energy $\mu$ matter.

A channel carries $dE/h$ electrons per unit time in the energy interval $dE$ when it is full. The film cannot accumulate charge from cycle to cycle, and its back face is insulating, so the average net particle current is zero. Energies may then be measured from $\mu$ without changing the energy current:

$$\bar P=\sum_a\int\frac{dE}{h}\,(E-\mu)\,[f_a^{\rm out}(E)-f(E)].$$

At zero temperature and for $n>0$, the bracket $f(E-n\hbar\omega)-f(E)$ equals $1$ for $\mu<E<\mu+n\hbar\omega$ and vanishes elsewhere. Its contribution is

$$\int_\mu^{\mu+n\hbar\omega}(E-\mu)\,dE=\frac{(n\hbar\omega)^2}{2}.$$

For $n<0$ the bracket equals $-1$ in an interval of width $|n|\hbar\omega$ below $\mu$. There $E-\mu$ is negative too, and the integral is again $+(n\hbar\omega)^2/2$. Absorption and emission of quanta therefore both heat the metal.

This integral is already of second order in $\omega$. To leading order the probabilities may be taken at $E=\mu$ and from the frozen scattering matrix, the one found by holding $\mathbf m$ fixed at its instantaneous value. The outgoing wave is then $S(t)e^{-iEt/\hbar}$. Writing

$$S(t)=\sum_n S_n e^{-in\omega t}$$

shows that $S_n$ is the amplitude for leaving with energy $E+n\hbar\omega$. Hence

$$\bar P=\frac1h\sum_n\frac{(n\hbar\omega)^2}{2}\,{\rm Tr}\,S_nS_n^\dagger
=\frac{\hbar}{4\pi}\sum_n n^2\omega^2\,{\rm Tr}\,S_nS_n^\dagger,$$

because $\hbar^2/(2h)=\hbar/(4\pi)$. Differentiating $S(t)$ multiplies $S_n$ by $-in\omega$, and averaging over a cycle removes products of different harmonics. The last sum is therefore the average of ${\rm Tr}\,\dot S\dot S^\dagger$:

$$\boxed{\bar P=\frac{\hbar}{4\pi}\,\overline{{\rm Tr}\,\dot S\dot S^\dagger}}$$

This is the scattering formula for the dissipated power. The integral above was done at zero temperature. At temperature $T$, the derivative of $\int(E-\mu)[f(E-\Delta)-f(E)]\,dE$ with respect to $\Delta$ is $\int(E-\mu)[-f'(E-\Delta)]\,dE=\Delta$, because $-f'(E-\Delta)$ has unit area and is symmetric about $\mu+\Delta$. The integral is therefore still $\Delta^2/2$, and the formula is unchanged provided $S$ varies little over $k_BT$. At any temperature it requires $\hbar\omega$ to be small compared with the energy range over which $S$ changes.

That condition was examined in a one-channel model with a rotating exchange field, solved without the slow-motion approximation. In units $\hbar=m_e=k_F=1$, where $m_e$ is the electron mass and $k_F$ the Fermi wave number, the film had exchange splitting 0.4, length 2 and a hard back wall, and the cone angle was $60^\circ$. The ratio of the full power to the slow-motion power was 0.99939 at $\omega=10^{-3}$ and 0.99994 at $\omega=10^{-4}$. At this cone angle the relative deviation falls about tenfold with the frequency, as expected of a first-order correction. The size of that term depends on the cone angle $\theta$. Rotating the spin axes by $\pi$ about $x$ maps $\theta\to\pi-\theta$ and $\omega\to-\omega$, so the first-order term changes sign between $60^\circ$ and $120^\circ$ and is absent at $90^\circ$.

### 2. The trace for a ferromagnetic film

Without spin-orbit scattering, the spin components along and against $\mathbf m$ are reflected independently. With the Pauli matrices $\boldsymbol\sigma$, the projectors on these components are $(1\pm\mathbf m\cdot\boldsymbol\sigma)/2$, so

$$S=r_\uparrow\,\frac{1+\mathbf m\cdot\boldsymbol\sigma}{2}+r_\downarrow\,\frac{1-\mathbf m\cdot\boldsymbol\sigma}{2}.$$

The orbital matrices $r_\uparrow,r_\downarrow$ do not depend on the direction of $\mathbf m$. The time derivative acts on the projectors alone:

$$\dot S=\frac{r_\uparrow-r_\downarrow}{2}\,(\dot{\mathbf m}\cdot\boldsymbol\sigma).$$

Since $(\dot{\mathbf m}\cdot\boldsymbol\sigma)^2=|\dot{\mathbf m}|^2$ times the $2\times2$ unit matrix, the spin trace is $2|\dot{\mathbf m}|^2$. Together with the factor $1/4$ from the two halves this gives

$${\rm Tr}\,\dot S\dot S^\dagger=\frac{|\dot{\mathbf m}|^2}{2}\,{\rm Tr}\left[(r_\uparrow-r_\downarrow)(r_\uparrow-r_\downarrow)^\dagger\right].$$

The product under the trace expands to

$$r_\uparrow r_\uparrow^\dagger+r_\downarrow r_\downarrow^\dagger-r_\uparrow r_\downarrow^\dagger-r_\downarrow r_\uparrow^\dagger.$$

No electron passes through the insulating back face, so both reflection matrices are unitary and each of the first two terms has trace $N$. The last two terms are Hermitian conjugates of each other, so their traces add to twice a real part. The trace is therefore

$$2N-2\,{\rm Re\,Tr}\,r_\uparrow r_\downarrow^\dagger=2A g_r.$$

It follows that ${\rm Tr}\,\dot S\dot S^\dagger=A g_r|\dot{\mathbf m}|^2$, and

$$\boxed{\frac{\bar P}{A}=\frac{\hbar}{4\pi}\,g_r\,\overline{|\dot{\mathbf m}|^2}}$$

For one channel, unitarity leaves only phases, $r_\uparrow=e^{i\phi_\uparrow}$ and $r_\downarrow=e^{i\phi_\downarrow}$. Its contribution to $Ag_r$ is $1-\cos(\phi_\uparrow-\phi_\downarrow)$, which lies between 0 and 2. If the two spins acquire the same phase, the electron cannot sense the direction of $\mathbf m$ and nothing is pumped. A difference in reflection probability is not needed: here both probabilities are one, and the phase difference does all the work.

### 3. From pumped power to Gilbert damping

The field does work on the magnetization at the rate $M_sAd\,\mathbf B\cdot\dot{\mathbf m}$. In free decay in a static field this is the rate at which the magnetic energy $-M_sAd\,\mathbf m\cdot\mathbf B$ falls. To express it through $\alpha$, write the Gilbert equation as

$$\dot{\mathbf m}=-\mathbf m\times(\gamma\mathbf B-\alpha\dot{\mathbf m}).$$

The right-hand side is perpendicular to the vector in parentheses. The scalar product with that vector therefore gives

$$\dot{\mathbf m}\cdot(\gamma\mathbf B-\alpha\dot{\mathbf m})=0,
\qquad\text{so}\qquad
\mathbf B\cdot\dot{\mathbf m}=\frac{\alpha}{\gamma}|\dot{\mathbf m}|^2.$$

The energy lost per area and time is $M_sd\,\alpha|\dot{\mathbf m}|^2/\gamma$. If pumping is the only loss, its cycle average must equal the power found in part 2:

$$\frac{M_sd}{\gamma}\,\alpha_{\rm sp}\,\overline{|\dot{\mathbf m}|^2}=\frac{\hbar}{4\pi}\,g_r\,\overline{|\dot{\mathbf m}|^2}.$$

The averages cancel for any periodic motion, circular or elliptical. With $\gamma\hbar=g\mu_B$,

$$\boxed{\alpha_{\rm sp}=\frac{g\mu_B\,g_r}{4\pi M_s d}}$$

The units cancel: $\mu_B$ is in ${\rm A\,m^2}$, $g_r$ in ${\rm m^{-2}}$ and $M_sd$ in A. Other sources of damping that have the Gilbert form, a torque proportional to $\mathbf m\times\dot{\mathbf m}$, add their coefficients to $\alpha_{\rm sp}$.

**Role of the imaginary part.** The damping contains the real part of $g_{\rm mix}$. With no spin-orbit scattering, the film has no preferred direction other than $\mathbf m$. A pumping torque linear in $\dot{\mathbf m}$ and perpendicular to $\mathbf m$ can then have a part along $\mathbf m\times\dot{\mathbf m}$ and a part $\beta\dot{\mathbf m}$. Both parts appear in the matrix $i\dot SS^\dagger$. It governs the emitted particle and spin flux to first order in $\omega$, because without the weight $E-\mu$ the bracket of part 1 integrates to $n\hbar\omega$, and $i\dot S$ multiplies $S_n$ by $n\omega$. Write $S^\dagger=\tfrac12(r_\uparrow+r_\downarrow)^\dagger+\tfrac12(r_\uparrow-r_\downarrow)^\dagger\,\mathbf m\cdot\boldsymbol\sigma$, and use $(\dot{\mathbf m}\cdot\boldsymbol\sigma)(\mathbf m\cdot\boldsymbol\sigma)=i(\dot{\mathbf m}\times\mathbf m)\cdot\boldsymbol\sigma$ and ${\rm Tr}\,(r_\uparrow-r_\downarrow)(r_\uparrow+r_\downarrow)^\dagger=-2iA\,{\rm Im}\,g_{\rm mix}$. The orbital trace of $i\dot SS^\dagger$ is then $\tfrac A2\left[g_r\,\mathbf m\times\dot{\mathbf m}+{\rm Im}\,g_{\rm mix}\,\dot{\mathbf m}\right]\cdot\boldsymbol\sigma$, so $\beta$ is proportional to ${\rm Im}\,g_{\rm mix}$. Adding this second part to the Gilbert equation gives

$$(1-\beta)\dot{\mathbf m}=-\mathbf m\times(\gamma\mathbf B-\alpha\dot{\mathbf m}).$$

The scalar product used above still vanishes, so the energy balance and the value of $\alpha_{\rm sp}$ are unchanged. Division by $1-\beta$ shows what does change: the equation regains its usual form with $\gamma/(1-\beta)$ and $\alpha/(1-\beta)$. For $|\beta|\ll1$ this is a small shift of the precession frequency and a small relative correction to the damping.

**Dependence on thickness.** The film's angular momentum per area has magnitude $M_sd/\gamma$. In units of $\hbar$ this is

$$n_s=\frac{M_sd}{\hbar\gamma}=\frac{M_sd}{g\mu_B},
\qquad\text{so that}\qquad
\alpha_{\rm sp}=\frac{g_r}{4\pi n_s}.$$

The loss occurs through one face, while the angular momentum to be relaxed grows with $d$. The damping varies as $1/d$ as long as $g_r$ itself does not depend on $d$.

A free-electron model shows how well this can hold. Let the Fermi wave number be $k_F$ in the metal and $k_s$ in the film for spin $s$, with equal masses and a hard wall at the back. The wave vector $k_\parallel$ along the interface is conserved. The normal components are $k_z=\sqrt{k_F^2-k_\parallel^2}$ in the metal and $q_s=\sqrt{k_s^2-k_\parallel^2}$ in the film. The film wave $\sin q_s(d-x)$ vanishes at the wall and has logarithmic derivative $-q_s\cot q_sd$ at the interface $x=0$. Matching it to $e^{ik_zx}+r_se^{-ik_zx}$ gives

$$ik_z\frac{1-r_s}{1+r_s}=-q_s\cot q_sd,
\qquad
r_s=\frac{ik_z+q_s\cot q_sd}{ik_z-q_s\cot q_sd}.$$

The quantity $q_s\cot q_sd$ is real even when $q_s$ is imaginary, so $|r_s|=1$, as it must be. The number of channels per spin and area is the area of the Fermi disc divided by $(2\pi)^2$, that is $k_F^2/(4\pi)$.

For $k_F=16$, $k_\uparrow=15$ and $k_\downarrow=9\ {\rm nm^{-1}}$ there are $20.4\ {\rm nm^{-2}}$ channels. Summing $1-{\rm Re}\,r_\uparrow r_\downarrow^*$ over them gives $g_r=19.2\ {\rm nm^{-2}}$ at 5 nm and $19.4\ {\rm nm^{-2}}$ at 10 nm. The two differ by about 1% of the latter, so $\alpha_{\rm sp}d$ is nearly the same at these two thicknesses. This figure is not a bound: the phases $q_sd$ make $g_r$ oscillate with $d$. Between 5 and 10 nm it ranges from about $18.8$ to $19.6\ {\rm nm^{-2}}$, a spread of about 4%, and between 1 and 2 nm the spread reaches about 16%. The result also shows that $g_r$ can be close to one per channel. The wave numbers are round choices and do not represent the bands of permalloy.

**Why the sink matters.** Consider circular precession about $z$ and a metal that keeps all the spin it receives. Since $\mathbf m\cdot\boldsymbol\sigma$ contains the spin-raising operator with the factor $e^{-i\omega t}$, a flip from down to up along $z$ raises the electron's energy by $\hbar\omega$, and the reverse flip lowers it by the same amount. The quantity $\varepsilon=E\mp\hbar\omega/2$, with the upper sign for spin up, is therefore conserved.

Suppose that the incoming populations have come to depend on $\varepsilon$ alone. Scattering then mixes equally occupied states, and unitarity makes the outgoing populations equal to the incoming ones. The net pumped power is zero. This state has a spin accumulation, a splitting $\hbar\omega$ between the Fermi levels of the two spins. The boxed damping formula applies when the sink removes such an accumulation before it returns to the film.

The formula also needs amendment if spin-orbit scattering spoils the two-projector form of $S$, if electrons can leave through the back face, or if $\mathbf m$ varies across the thickness.

### 4. The 5 nm permalloy film

The magnetic moment per area is

$$M_sd=(8.00\times10^5\ {\rm A/m})(5.0\times10^{-9}\ {\rm m})=4.00\times10^{-3}\ {\rm A}.$$

With $\mu_B=9.274\times10^{-24}$ J/T,

$$n_s=\frac{4.00\times10^{-3}}{2.1\times9.274\times10^{-24}}\ {\rm m^{-2}}=205.4\ {\rm nm^{-2}}.$$

The damping is therefore

$$\alpha_{\rm sp}=\frac{20.0}{4\pi\times205.4}=0.00775.$$

The arithmetic supports three digits, but as a prediction for a real sample the number is no better than the assumed $g_r$, to which it is proportional. It is the pumping contribution, to be added to the damping the film has without the sink.

**Relaxation time.** Take $\mathbf B$ along $z$ and let $\theta$ be the angle between $\mathbf m$ and $\mathbf B$. In the Gilbert equation, $\mathbf m\times\dot{\mathbf m}$ can be eliminated. Taking $\mathbf m\times$ of the whole equation and using $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$, which holds because $\mathbf m\cdot\dot{\mathbf m}=0$, gives

$$\mathbf m\times\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf m\times\mathbf B)-\alpha\dot{\mathbf m}.$$

Substitution yields

$$(1+\alpha^2)\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B-\alpha\gamma\,\mathbf m\times(\mathbf m\times\mathbf B).$$

The first term on the right has no $z$ component. In the second, $[\mathbf m\times(\mathbf m\times\mathbf B)]_z=B\cos^2\theta-B=-B\sin^2\theta$. Since $m_z=\cos\theta$, the $z$ component reads $-(1+\alpha^2)\sin\theta\,\dot\theta=\alpha\gamma B\sin^2\theta$, or

$$\frac{\dot\theta}{\sin\theta}=\frac{d}{dt}\ln\tan\frac\theta2=-\frac{\alpha\gamma B}{1+\alpha^2}.$$

Thus $\tan(\theta/2)$, and for a narrow cone $\theta$ itself, decays as $e^{-t/\tau}$ with $\tau=(1+\alpha^2)/(\alpha\gamma B)$.

The free precession frequency differs from $\gamma B/2\pi$ by a relative amount of order $\alpha^2$, which is negligible here. Setting $\gamma B=\omega=2\pi\times10.0$ GHz $=62.8\ {\rm ns^{-1}}$ gives $B=\hbar\omega/(g\mu_B)=0.340$ T and

$$\tau\simeq\frac{1}{0.00775\times62.8\ {\rm ns^{-1}}}=2.05\ {\rm ns}.$$

This is about 20 precession periods.

**Pumped power.** A drive that holds the cone angle at $\theta=1.0^\circ$ must replace the energy sent into the sink. The tip of $\mathbf m$ moves at $|\dot{\mathbf m}|=\omega\sin\theta$. The loss from part 3, with $1/\gamma=B/\omega$, becomes

$$\frac{\bar P}{A}=\frac{M_sd\,\alpha_{\rm sp}\,\omega^2\sin^2\theta}{\gamma}=M_sd\,B\,\omega\,\alpha_{\rm sp}\sin^2\theta.$$

With $\sin1.0^\circ=0.01745$,

$$\frac{\bar P}{A}=(4.00\times10^{-3})(0.3402)(6.283\times10^{10})(0.00775)(0.01745)^2\ {\rm W/m^2}
\simeq 202\ {\rm W/m^2}.$$

The relaxation time and the power assume circular precession in a constant internal field. A real film precesses on a circle when it is magnetized along its normal. The internal field is then $B_{\rm app}-\mu_0M_s\cos\theta$ with $\mu_0M_s=1.005$ T, so 0.340 T inside requires about 1.35 T applied. The internal field is nearly constant only for a narrow cone. At $1^\circ$ the numbers above hold, but at $30^\circ$ the precession frequency rises to about 14 GHz and $\tan(\theta/2)$ no longer decays with a single time constant. In a film magnetized in its plane, the demagnetizing field makes the orbit elliptical, and both must be recalculated. The value of $\alpha_{\rm sp}$ remains, because its derivation did not use the shape of the orbit.

The numerical check integrates the Gilbert equation with these parameters in a fixed uniform field, without the demagnetizing field, from a cone angle of $30^\circ$ and reproduces the relaxation time and the energy balance of part 3. Since $\alpha_{\rm sp}$ is an input to that integration, it tests the algebra of the Gilbert equation; the pumped-power formula itself is tested by the one-channel model of part 1.

## Table of computed values

```
WORKED FILM
g-factor, assumed: 2.1
saturation magnetization Ms, assumed: 800 kA/m
thickness d: 5.0 nm
mixing conductance g_r, assumed: 20.0 nm^-2
Bohr magneton: 9.274010e-24 J/T
n_s = Ms d/(g muB): 205.39 nm^-2
spin-pumping damping alpha: 0.00775
precession frequency, chosen: 10.0 GHz
internal field: 0.3402 T
cone relaxation time: 2.054 ns
cone angle, chosen: 1.0 degree
pumped power density: 201.8211 W/m^2
ROTATING EXCHANGE FIELD, hbar = mass = k_F = 1
Fermi energy: 0.50; exchange splitting: 0.40
film length: 2.0; cone angle: 60 degree
one-channel Re g_mix: 1.21928
omega = 1e-03: exact/slow-motion power = 0.999390
omega = 1e-04: exact/slow-motion power = 0.999939
MANY-CHANNEL TRACE
trace / (Re g_mix |dm/dt|^2): 1.00000000
GILBERT ENERGY BALANCE
starting cone angle: 30.0 degree
final cone angle: 6.51 degree
magnetic loss / pumped energy: 1.00000000
FREE-ELECTRON INTERFACE MODEL
lead, up, down wave numbers: 16, 15, 9 nm^-1
channels per spin and area: 20.372 nm^-2
g_r for 5 nm film: 19.231 nm^-2
g_r for 10 nm film: 19.399 nm^-2
```
